# Second-order Uehling shift of the muonic hydrogen 2P–2S interval: verification in Python

```python
"""Second-order Uehling shift of the muonic hydrogen 2P-2S interval.

Result under test: E2 = -2 sum_{k != 2} (M_k - E1 O_k)^2 / (k - 2),
and E2(2P) - E2(2S) = 0.151 meV.
Units inside: length a = hbar/(alpha m_r c), energy m_r alpha^2 c^2.
h = radial Coulomb Hamiltonian, V = Uehling potential, u = n=2 radial state,
S_k = Coulomb Sturmian functions at energy -1/8 (orthonormal with weight 1/x),
M_k = <S_k|V|u>, O_k = <S_k|u>, E1 = <u|V|u>.
V(x) = -(A/x) int_1^inf dq w(q) exp(-2 beta q x), A = 2 alpha/(3 pi),
w(q) = sqrt(q^2-1) (1 + 1/(2 q^2)) / q^2, beta = m_e/(alpha m_r).
Point static-potential proton, nonrelativistic muon with reduced mass m_r.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, gammaln

alpha = const.fine_structure
m_e = const.m_e
m_mu = const.physical_constants["muon mass"][0]
m_p = const.m_p
m_r = m_mu * m_p / (m_mu + m_p)
beta = m_e / (alpha * m_r)
A = 2 * alpha / (3 * np.pi)
unit_meV = m_r * const.c**2 * alpha**2 / const.e * 1e3
bohr_fm = const.hbar / (alpha * m_r * const.c) * 1e15

# Spectral integral with q = cosh t: even smooth integrand, trapezoidal rule
step = 0.05
t = np.arange(0, 40 + step / 2, step)
q = np.cosh(t)
spectral = step * np.tanh(t)**2 * (1 + 0.5 / q**2)
spectral[0] *= 0.5
sigma = 2 * beta * q

# Radial quadrature, dense near the origin
z, wz = np.polynomial.legendre.leggauss(800)
z, wz = (z + 1) / 2, wz / 2
x_max = 250.0
x = x_max * z**3
wx = 3 * x_max * z**2 * wz


def uehling(points):
    return -A / points * (np.exp(-np.outer(points, sigma)) @ spectral)


def sturmian(k, l, points):
    norm = np.exp(0.5 * (gammaln(k - l) - gammaln(k + l + 1)))
    return (norm * points**(l + 1) * np.exp(-points / 2)
            * eval_genlaguerre(k - l - 1, 2 * l + 1, points))


def yukawa_element(k, l, s):
    """<S_k| exp(-s x)/x |u> in closed form."""
    ratio = (s / (1 + s))**(k - 2.0) / (1 + s)**4
    if l == 0:
        return np.sqrt(k) * (2 * s**2 + k - 1) * ratio / (2 * np.sqrt(2))
    return np.sqrt(k * (k**2 - 1.0)) * ratio / (2 * np.sqrt(6))


def overlaps(k, l):
    O = np.zeros(len(k))
    O[k == 2] = 2.0
    O[k == 3] = -0.5 * np.sqrt((2 - l) * (3 + l))
    O[k == 1] = -1 / np.sqrt(2)
    return O


def second_order_terms(k, l, M):
    E1 = M[k == 2][0] / 2
    numerator = (M - E1 * overlaps(k, l))**2
    terms = np.zeros(len(k))
    other = k != 2
    terms[other] = -2 * numerator[other] / (k[other] - 2)
    return E1, terms


# Spectral form against the one-loop Feynman-parameter integral
for Q in (0.5, 3.0, 20.0):
    from_spectral = np.sum(spectral * Q**2 / (Q**2 + 4 * q**2))
    from_loop = 3 * quad(lambda y: y * (1 - y)
                         * np.log(1 + y * (1 - y) * Q**2), 0, 1)[0]
    assert abs(from_spectral / from_loop - 1) < 1e-8

# Sturmian differential equation, symbolically
X = sp.symbols("x", positive=True)
for l in (0, 1):
    for k in range(l + 1, 6):
        poly = sp.assoc_laguerre(k - l - 1, 2 * l + 1, X)
        f = X**(l + 1) * sp.exp(-X / 2) * poly
        lhs = (-sp.diff(f, X, 2) / 2 + sp.Rational(l * (l + 1), 2) * f / X**2
               - f / X + f / 8)
        residual = (lhs - sp.Rational(k - 2, 2) * f / X) * sp.exp(X / 2)
        assert sp.simplify(sp.expand(residual)) == 0

# Norms, overlaps and Yukawa elements by radial quadrature
for l in (0, 1):
    ks = np.arange(l + 1, 9)
    S = np.array([sturmian(k, l, x) for k in ks])
    u = sturmian(2, l, x) / 2
    assert np.allclose((S * wx / x) @ S.T, np.eye(len(ks)), atol=1e-9)
    assert np.allclose(S @ (wx * u), overlaps(ks, l), atol=1e-9)
    for s in (0.7, 3.0):
        direct = S @ (wx * u * np.exp(-s * x) / x)
        assert np.allclose(direct, yukawa_element(ks, l, s), atol=1e-9)
    # Perturbation 1/x: exact energy -(1-eps)^2/8 has quadratic term -1/8
    M_coulomb = S @ (wx * u / x)
    assert abs(second_order_terms(ks, l, M_coulomb)[1].sum() + 0.125) < 1e-8

# Production sums
K = 2000
result = {}
for l in (0, 1):
    ks = np.arange(l + 1, K + 1)
    M = -A * (yukawa_element(ks[:, None], l, sigma[None, :]) @ spectral)
    E1, terms = second_order_terms(ks, l, M)
    result[l] = dict(k=ks, M=M, E1=E1, terms=terms, E2=terms.sum())

# Large-k law and the omitted tail for 2S
M_ratio = result[0]["M"][-1] / (-A / (np.sqrt(2) * K**1.5))
assert abs(M_ratio - 1) < 0.01
K_cut = 200
tail_sum = result[0]["terms"][K_cut:].sum()
tail_law = -A**2 / (3 * K_cut**3)
assert abs(tail_sum / tail_law - 1) < 0.05

# True 1S contribution to the 2S shift
p = 1.5 + sigma
V_12 = -A * np.sum(spectral * np.sqrt(2) * (1 / p**2 - 1 / p**3))
part_1S = V_12**2 / (3 / 8)

# Independent road: diagonalize h + s V in a different basis
V_x = uehling(x)


def diagonalize(l, size=70, decay=1.0, scale=5.0):
    a = 2 * l + 2
    y = 2 * decay * x
    phi, dphi = [], []
    for m in range(size):
        norm = np.sqrt(2 * decay) * np.exp(
            0.5 * (gammaln(m + 1) - gammaln(m + a + 1)))
        L = eval_genlaguerre(m, a, y)
        dL = -eval_genlaguerre(m - 1, a + 1, y) if m > 0 else 0 * y
        envelope = norm * y**l * np.exp(-y / 2)
        phi.append(envelope * y * L)
        dphi.append(2 * decay * envelope * ((l + 1 - y / 2) * L + y * dL))
    phi, dphi = np.array(phi), np.array(dphi)
    overlap = (phi * wx) @ phi.T
    H = (0.5 * (dphi * wx) @ dphi.T
         + (phi * wx * (l * (l + 1) / (2 * x**2) - 1 / x)) @ phi.T)
    W = (phi * wx * V_x) @ phi.T
    index = 1 - l
    E0, vec = eigh(H, overlap)
    up = eigh(H + scale * W, overlap, eigvals_only=True)[index]
    down = eigh(H - scale * W, overlap, eigvals_only=True)[index]
    W_eig = vec.T @ W @ vec
    first = W_eig[index, index]
    second = (up + down - 2 * E0[index]) / (2 * scale**2)
    third = ((up - down) / 2 - scale * first) / scale**3
    return E0[index], first, second, third, W_eig[0, index]


check = {l: diagonalize(l) for l in (0, 1)}
for l in (0, 1):
    assert abs(check[l][0] + 0.125) < 1e-9
    assert abs(check[l][1] / result[l]["E1"] - 1) < 1e-6
    # finite basis and fourth-order admixture limit the agreement
    assert abs(check[l][2] / result[l]["E2"] - 1) < 1e-3
assert abs(abs(check[0][4] / V_12) - 1) < 1e-6

delta1 = (result[1]["E1"] - result[0]["E1"]) * unit_meV
delta2 = (result[1]["E2"] - result[0]["E2"]) * unit_meV
delta2_diag = (check[1][2] - check[0][2]) * unit_meV
delta3 = (check[1][3] - check[0][3]) * unit_meV
assert abs(delta2 - 0.151) < 5e-4
assert part_1S > 0 and result[0]["E2"] < 0
assert np.all(result[1]["terms"] <= 0)
assert abs(delta3) < 0.01 * abs(delta2)

print(f"inverse fine-structure constant = {1/alpha:.6f}")
print(f"reduced mass / electron mass = {m_r/m_e:.5f}")
print(f"length unit a = {bohr_fm:.3f} fm")
print(f"energy unit m_r alpha^2 c^2 = {unit_meV:.5e} meV")
print(f"beta = {beta:.6f} (dimensionless)")
print(f"A = 2 alpha/(3 pi) = {A:.6e} (dimensionless)")
for l, name in ((0, "2S"), (1, "2P")):
    r = result[l]
    print(f"{name}: first-order shift E1 = {r['E1']*unit_meV:.4f} meV")
    for i in range(6 - l):
        print(f"{name}: k={r['k'][i]}  M_k = {r['M'][i]*unit_meV:.4f} meV,"
              f"  term = {r['terms'][i]*unit_meV:.6f} meV")
    rest = r["terms"][6 - l:].sum() * unit_meV
    print(f"{name}: sum of terms k=7 to {K} = {rest:.6f} meV")
    print(f"{name}: second-order shift E2 = {r['E2']*unit_meV:.6f} meV")
    print(f"{name}: E2 by diagonalization = {check[l][2]*unit_meV:.6f} meV")
print(f"2S: M_k / asymptotic law at k={K} = {M_ratio:.5f}")
print(f"2S: terms beyond k={K_cut}, summed = {tail_sum*unit_meV:.3e} meV")
print(f"2S: same from tail law = {tail_law*unit_meV:.3e} meV")
print(f"2S: tail law beyond k={K} = {-A**2/(3*K**3)*unit_meV:.1e} meV")
print(f"|<1S|V|2S>| = {abs(V_12)*unit_meV:.4f} meV")
print(f"1S contribution to E2(2S) = {part_1S*unit_meV:.6f} meV")
print("all higher states in E2(2S) = "
      f"{(result[0]['E2']-part_1S)*unit_meV:.6f} meV")
print(f"2P-2S first order = {delta1:.4f} meV")
print(f"2P-2S second order = {delta2:.5f} meV")
print(f"2P-2S second order by diagonalization = {delta2_diag:.5f} meV")
print(f"2P-2S second order = {delta2*1e-3*const.e/const.h/1e9:.3f} GHz")
print(f"second order / first order = {delta2/delta1:.3e}")
print(f"2P-2S third order (diagonalization) = {delta3:.1e} meV")
print("finished without a failed check")
```

Running it gives:

```
inverse fine-structure constant = 137.035999
reduced mass / electron mass = 185.84083
length unit a = 284.748 fm
energy unit m_r alpha^2 c^2 = 5.05699e+06 meV
beta = 0.737384 (dimensionless)
A = 2 alpha/(3 pi) = 1.548546e-03 (dimensionless)
2S: first-order shift E1 = -219.5840 meV
2S: k=1  M_k = -388.4042 meV,  term = 0.116900 meV
2S: k=2  M_k = -439.1679 meV,  term = 0.000000 meV
2S: k=3  M_k = -429.5728 meV,  term = -0.192966 meV
2S: k=4  M_k = -396.9293 meV,  term = -0.031155 meV
2S: k=5  M_k = -356.6219 meV,  term = -0.016766 meV
2S: k=6  M_k = -315.7976 meV,  term = -0.009860 meV
2S: sum of terms k=7 to 2000 = -0.019316 meV
2S: second-order shift E2 = -0.153164 meV
2S: E2 by diagonalization = -0.153162 meV
2P: first-order shift E1 = -14.5766 meV
2P: k=2  M_k = -29.1532 meV,  term = 0.000000 meV
2P: k=3  M_k = -40.0008 meV,  term = -0.001178 meV
2P: k=4  M_k = -43.7649 meV,  term = -0.000379 meV
2P: k=5  M_k = -43.2207 meV,  term = -0.000246 meV
2P: k=6  M_k = -40.3128 meV,  term = -0.000161 meV
2P: sum of terms k=7 to 2000 = -0.000303 meV
2P: second-order shift E2 = -0.002267 meV
2P: E2 by diagonalization = -0.002267 meV
2S: M_k / asymptotic law at k=2000 = 1.00100
2S: terms beyond k=200, summed = -5.124e-07 meV
2S: same from tail law = -5.053e-07 meV
2S: tail law beyond k=2000 = -5.1e-10 meV
|<1S|V|2S>| = 641.7744 meV
1S contribution to E2(2S) = 0.217191 meV
all higher states in E2(2S) = -0.370355 meV
2P-2S first order = 205.0074 meV
2P-2S second order = 0.15090 meV
2P-2S second order by diagonalization = 0.15090 meV
2P-2S second order = 36.487 GHz
second order / first order = 7.361e-04
2P-2S third order (diagonalization) = 7.4e-05 meV
finished without a failed check
```
